# A localized anapole current with zero dipole radiation

## Problem

A current confined to a sphere of radius $a$ oscillates at angular frequency $\omega$ in vacuum. Physical quantities are real parts of complex amplitudes multiplied by $e^{-i\omega t}$, and $k=\omega/c$. The Cartesian electric and toroidal dipoles of the current density $\mathbf J$ are

$$
\mathbf p=\frac{i}{\omega}\int\mathbf J\,d^3r,\qquad
\mathbf T=\frac1{10}\int\left[(\mathbf r\cdot\mathbf J)\mathbf r-2r^2\mathbf J\right]d^3r .
$$

The first agrees with $\int\mathbf r\rho\,d^3r$, because charge conservation reads $\nabla\cdot\mathbf J=i\omega\rho$ and integration by parts gives $\int\mathbf r\,\nabla\cdot\mathbf J\,d^3r=-\int\mathbf J\,d^3r$.

Take $a=100$ nm, a vacuum wavelength of 500 nm, and $\mathbf p=p_0\hat{\mathbf z}$ with real $p_0=1\,e\,$nm.

1. Estimate the toroidal dipole needed to cancel the far field of $\mathbf p$, and the power left over if only these two moments are matched.
2. Construct an explicit current for which they cancel. Does its complete dipole radiation vanish too?
3. Verify the answer numerically, and find what happens when the same current pattern is driven at a frequency 1% higher.

## First estimate by scaling

The size parameter is $ka=2\pi(100/500)=1.257$, so $(ka)^2=1.579$. The source is not small compared with the wavelength divided by $2\pi$.

The toroidal dipole enters the far field as $\mathbf p+(ik/c)\mathbf T$, which is derived below. Cancellation therefore needs

$$
|\mathbf T|=\frac{cp_0}{k}=\frac{\omega p_0}{k^2}.
$$

With $\omega=3.767\times10^{15}$ rad/s, $p_0=1.602\times10^{-28}$ C m and $k^2=1.579\times10^{14}\ \mathrm{m^{-2}}$, this is $3.82\times10^{-27}$ A m³.

Typical current densities follow from dimensions. An electric dipole needs $j_e\sim\omega p_0/a^3$. A toroidal dipole of size $j_ta^5$ needs $j_t\sim\omega p_0/(k^2a^5)$. Hence

$$
\frac{j_t}{j_e}\sim\frac1{(ka)^2}\approx0.6 .
$$

Numerical factors are missing here, but the trend is clear: at fixed $p_0$, a smaller source needs relatively stronger toroidal currents.

Matching two moments leaves the finite size of the toroidal source uncorrected. Averaging a phase $e^{-i\mathbf k\cdot\mathbf r}$ over a spherical distribution gives $1-k^2\langle r^2\rangle/6+\dots$. If the root-mean-square radius is guessed as $a/2$, the leftover amplitude relative to $p_0$ is

$$
\frac{(ka)^2}{24}=\frac{1.579}{24}\approx0.066,
$$

and the leftover power is about $0.066^2\approx0.004$ of the power of a point dipole $p_0$. This estimate assumes that the electric and toroidal parts share one centre and one spherical weight and that no other multipoles are present. For such a source, matching two moments should suppress the radiation strongly without removing it, unless the source is shaped to do better. In general the two moments do not control the other multipoles. Displacing the toroidal part by $d$ perpendicular to $\hat{\mathbf z}$ leaves $\mathbf p$ and $\mathbf T$ matched but leaves a relative power of about $\frac25(kd)^2$, roughly 0.15 for $d=a/2$. An added azimuthal current $\nabla\times(f(r)\hat{\mathbf z})$ changes neither moment and radiates as a magnetic dipole.

## Exact solution

### Far field and dipole amplitude

In the Lorenz gauge the retarded vector potential is $\mathbf A=(\mu_0/4\pi)\int\mathbf J(\mathbf r')e^{ikR}/R\,d^3r'$, with $R=|\mathbf r-\mathbf r'|$. Far away in direction $\mathbf n$, $R\simeq r-\mathbf n\cdot\mathbf r'$, so

$$
\mathbf A\simeq\frac{\mu_0e^{ikr}}{4\pi r}\mathbf F(\mathbf n),\qquad
\mathbf F(\mathbf n)=\int\mathbf J(\mathbf r)e^{-ik\mathbf n\cdot\mathbf r}d^3r .
$$

At leading order in $1/r$, $\nabla$ acts as $ik\mathbf n$. The gauge condition $\nabla\cdot\mathbf A=i\omega\phi/c^2$ gives $\phi=c\,\mathbf n\cdot\mathbf A$. Then $\mathbf E=i\omega\mathbf A-\nabla\phi=i\omega[\mathbf A-\mathbf n(\mathbf n\cdot\mathbf A)]$. Writing $\perp$ for the part perpendicular to $\mathbf n$, the mean flux $|\mathbf E|^2/(2\mu_0c)$ gives

$$
\frac{dP}{d\Omega}=\frac{\mu_0\omega^2}{32\pi^2c}|\mathbf F_\perp|^2 .
$$

A point dipole has $\mathbf F=-i\omega p_0\hat{\mathbf z}$. Since $\int\sin^2\theta\,d\Omega=8\pi/3$, its power is

$$
P_0=\frac{\mu_0\omega^4p_0^2}{12\pi c}.
$$

For a general source, define the complete electric dipole amplitude by

$$
\mathbf d=\frac{3i}{8\pi\omega}\int\mathbf F_\perp\,d\Omega .
$$

This isolates the dipole power. Write $\mathbf F_\perp=-i\omega\mathbf d_\perp+\mathbf R$. Because $\int\mathbf d_\perp d\Omega=(8\pi/3)\mathbf d$, the definition implies $\int\mathbf R\,d\Omega=0$. The cross term in the power contains $\int\mathbf d_\perp^*\cdot\mathbf R\,d\Omega=\mathbf d^*\cdot\int\mathbf R\,d\Omega=0$. The dipole part therefore contributes $\mu_0\omega^4|\mathbf d|^2/(12\pi c)$ separately.

To express $\mathbf d$ through the current, let $x=kr$ and use the angular averages

$$
\langle e^{-ik\mathbf n\cdot\mathbf r}\rangle=j_0(x),\qquad
\langle\mathbf n\mathbf n\,e^{-ik\mathbf n\cdot\mathbf r}\rangle=-\frac{\nabla\nabla j_0(kr)}{k^2}
=\frac{j_1}{x}\mathbf 1-j_2\hat{\mathbf r}\hat{\mathbf r}.
$$

The last step uses $j_0'=-j_1$ and $j_1'=j_1/x-j_2$. Since $\mathbf F_\perp=(\mathbf 1-\mathbf n\mathbf n)\cdot\mathbf F$ and $j_1/x=(j_0+j_2)/3$,

$$
\begin{aligned}
\mathbf d&=\frac{i}{\omega}\int\frac32\left[\left(j_0-\frac{j_1}{x}\right)\mathbf J+j_2\hat{\mathbf r}(\hat{\mathbf r}\cdot\mathbf J)\right]d^3r\\
&=\frac{i}{\omega}\int\left\{j_0\mathbf J+\frac{j_2}{2}\left[3\hat{\mathbf r}(\hat{\mathbf r}\cdot\mathbf J)-\mathbf J\right]\right\}d^3r .
\end{aligned}
$$

For small $x$, $j_0=1-x^2/6+\dots$ and $j_2=x^2/15+\dots$. The terms of order $k^2$ in the braces are

$$
k^2\left[-\frac{r^2\mathbf J}{6}+\frac{(\mathbf r\cdot\mathbf J)\mathbf r}{10}-\frac{r^2\mathbf J}{30}\right]
=\frac{k^2}{10}\left[(\mathbf r\cdot\mathbf J)\mathbf r-2r^2\mathbf J\right].
$$

Thus, for a fixed current,

$$
\mathbf d=\frac{i}{\omega}\left[\int\mathbf J\,d^3r+k^2\mathbf T+O(k^4)\right],
$$

whose first two terms are $\mathbf p+(ik/c)\mathbf T$, because $k^2/\omega=k/c$. Their cancellation alone says nothing about the $O(k^4)$ terms.

### Two currents with the same angular pattern

Let $g(r)$ be a spherical profile that vanishes for $r\ge a$, together with its first two derivatives at the edge, and let $\int g\,d^3r=1$. Its transform is $\tilde g(k)=\int g\,j_0(kr)\,d^3r$. Take an electric part $-i\omega p_0g\hat{\mathbf z}$ and a toroidal part $\tau\nabla\times\nabla\times(g\hat{\mathbf z})$. The latter has zero divergence and carries no charge density.

Integration by parts, without surface terms, replaces each curl in the Fourier integral by $ik\mathbf n\times$. Since $\mathbf n\times(\mathbf n\times\hat{\mathbf z})=-\hat{\mathbf z}_\perp$, the toroidal part gives $\tau k^2\tilde g\,\hat{\mathbf z}_\perp$. The electric part gives $-i\omega p_0\tilde g\,\hat{\mathbf z}_\perp$. They cancel in every direction if $\tau=i\omega p_0/k^2$, so the current is

$$
\boxed{\mathbf J=-i\omega p_0\left[g\hat{\mathbf z}-\frac1{k^2}\nabla\times\nabla\times(g\hat{\mathbf z})\right]}.
$$

It remains to check the Cartesian moments. Hold the current fixed, and let a variable wave number $\kappa$ replace $k$ in the Fourier phase. The projection that defines $\mathbf d$ then yields, for the toroidal part,

$$
\int\mathbf J\,d^3r+\kappa^2\mathbf T+O(\kappa^4)=\tau\kappa^2\tilde g(\kappa)\hat{\mathbf z}.
$$

Equal powers of $\kappa$ give zero net current and $\mathbf T=\tau\hat{\mathbf z}$. For the electric part the right side is $-i\omega p_0(1-\kappa^2\langle r^2\rangle/6+\dots)\hat{\mathbf z}$, where $\langle r^2\rangle=\int r^2g\,d^3r$. It has dipole $p_0\hat{\mathbf z}$ and also a toroidal moment $i\omega p_0\langle r^2\rangle\hat{\mathbf z}/6$. In total,

$$
\mathbf p+\frac{ik}{c}\mathbf T
=p_0\hat{\mathbf z}\left[1-\left(1+\frac{k^2\langle r^2\rangle}{6}\right)\right]
=-p_0\frac{k^2\langle r^2\rangle}{6}\hat{\mathbf z}.
$$

The source is already nonradiating for any admissible $g$, but its two Cartesian moments cancel only when $\langle r^2\rangle=0$. This is possible because $g$ is a signed weight, not a probability density.

### An explicit profile

Set $u=r^2/a^2$ and, inside the sphere,

$$
g=N\,G(u),\qquad G=(1-\beta u)(1-u)^3 .
$$

The triple zero at $u=1$ makes the current continuous at the edge. With $s=r/a$, expanding the cube gives

$$
\int_0^1(1-s^2)^3\{s^2,s^4,s^6\}\,ds
=\left\{\frac{16}{315},\frac{16}{1155},\frac{16}{3003}\right\}.
$$

The condition $\langle r^2\rangle=0$ requires $16/1155-16\beta/3003=0$, or $\beta=13/5$. Normalization then gives

$$
1=4\pi a^3N\left(\frac{16}{315}-\frac{13}{5}\frac{16}{1155}\right)
=4\pi a^3N\frac{256}{17325},
\qquad N=\frac{17325}{1024\pi a^3}\approx\frac{5.385}{a^3}.
$$

The profile changes sign at $u=5/13$, or $r\approx0.62a$.

For the curls, use $\nabla\times\nabla\times(g\hat{\mathbf z})=\nabla\partial_zg-\hat{\mathbf z}\nabla^2g$. With primes for $d/du$,

$$
\nabla\partial_zg=\frac{N}{a^2}\left[2G'\hat{\mathbf z}+\frac{4z\mathbf r}{a^2}G''\right],\qquad
\nabla^2g=\frac{N}{a^2}(6G'+4uG''),
$$

and therefore

$$
\nabla\times\nabla\times(g\hat{\mathbf z})
=\frac{N}{a^2}\left[-4(G'+uG'')\hat{\mathbf z}+\frac{4z\mathbf r}{a^2}G''\right].
$$

Differentiating $G$ at $\beta=13/5$ gives

$$
G'=-\frac45(1-u)^2(7-13u),\qquad
G''=\frac{12}{5}(1-u)(9-13u).
$$

These formulas specify the current at every point. At the centre $G'=-28/5$, so the ratio of toroidal to electric current density there has magnitude $22.4/(ka)^2=22.4/1.579\approx14$.

### The fields, not just the far field

Maxwell's equations combine to

$$
\nabla\times\nabla\times\mathbf E-k^2\mathbf E=i\omega\mu_0\mathbf J .
$$

The constructed current can be written as $\mathbf J=(i\omega p_0/k^2)(\nabla\times\nabla\times-k^2)(g\hat{\mathbf z})$. Since $i\omega\mu_0(i\omega p_0/k^2)=-\mu_0c^2p_0=-p_0/\varepsilon_0$, a solution is

$$
\mathbf E=-\frac{p_0}{\varepsilon_0}g\,\hat{\mathbf z},\qquad
\mathbf B=\frac{1}{i\omega}\nabla\times\mathbf E .
$$

It vanishes outside the source, so it contains no incoming wave. It is the retarded solution, since two outgoing solutions with the same source cannot differ by a nonzero source-free outgoing field. Both fields are zero for $r>a$, including the near zone. Energy balance agrees: $\mathbf J$ is purely imaginary and $\mathbf E$ real, so the mean work rate $\frac12\mathrm{Re}\int\mathbf J^*\cdot\mathbf E\,d^3r$ is zero.

The potentials need not vanish. Let $\chi$ be the outgoing solution of $(\nabla^2+k^2)\chi=-g$. Rewriting the current as

$$
\mathbf J=\frac{i\omega p_0}{k^2}\left[\nabla\partial_zg-(\nabla^2+k^2)g\hat{\mathbf z}\right]
$$

and solving $(\nabla^2+k^2)\mathbf A=-\mu_0\mathbf J$ gives

$$
\mathbf A=\frac{i\omega\mu_0p_0}{k^2}\left[\nabla\partial_z\chi+g\hat{\mathbf z}\right].
$$

Outside, $\chi=\tilde g(k)e^{ikr}/(4\pi r)$ and $\mathbf A=\nabla\Lambda$, with $\Lambda=(i\omega\mu_0p_0/k^2)\partial_z\chi$. The Lorenz condition gives $\phi=i\omega\Lambda$, so $i\omega\mathbf A-\nabla\phi=0$. The exterior potential is removable by a gauge transformation and carries no energy flux.

The same structure appears in molecular QED. If $\mathbf J$ is a prescribed transition current, the first-order amplitude to emit a photon of wave vector $k\mathbf n$ and polarization $\boldsymbol\epsilon$ is proportional to $\boldsymbol\epsilon^*\cdot\mathbf F(\mathbf n)$. Polarization is transverse, so this amplitude vanishes here at $k=\omega/c$. This concerns only first-order one-photon emission in vacuum, and it does not show that a molecule has such a transition current. For $a=0.5$ nm at the same wavelength, $ka\approx0.006$, and the present pattern would need a toroidal current density at the centre about $22.4/(ka)^2\approx6\times10^5$ times the electric one.

## Numerical verification and comparison

The verification integrates the explicit current over the sphere and then integrates $|\mathbf F_\perp|^2$ over direction. It does not insert the predicted cancellation. The moments are

$$
\frac{p_z}{p_0}=1.000,\qquad
T_z=3.822i\times10^{-27}\ \mathrm{A\,m^3},\qquad
\frac{ikT_z}{cp_0}=-1.000 .
$$

The required toroidal moment agrees with the first estimate, as it must, because both use the same cancellation condition. The crude current-density ratio does less well: 0.6 against 14 at the centre. The missing factor, 22.4, comes from the second derivatives of the profile.

For the separate parts, the point-dipole power is $P_0=5.749\times10^{-10}$ W and the form factor is $\tilde g=0.99845$. Each part alone radiates

$$
P_0\tilde g^2=(5.749\times10^{-10})(0.99845)^2\ \mathrm W
=5.731\times10^{-10}\ \mathrm W .
$$

The Poynting flux of the electric part through a sphere of radius $2a$ gives the same value, which checks the far-field power formula against the complete fields at a finite distance. The form factor is close to one because the $k^2$ term of its expansion has been removed.

Together, the two parts give a computed power of $3\times10^{-29}P_0$, and the complete dipole amplitude is $4\times10^{-13}p_0$. Squaring the latter gives about $10^{-25}$, not $10^{-29}$. The two numbers come from different sums and are rounding residues, not measurements of a remaining physical dipole.

A control is to multiply the toroidal part by a real factor $\eta$. The transform then gives

$$
\mathbf F_\perp=-i\omega p_0\tilde g(1-\eta)\hat{\mathbf z}_\perp,\qquad
P=P_0\tilde g^2(1-\eta)^2 .
$$

Reversing the toroidal sign, $\eta=-1$, should quadruple the power of one part; the integration gives $2.293\times10^{-9}$ W, as predicted. A 1% error in toroidal strength would leave $10^{-4}$ of the single-part power.

At the point $(1.2,0.8,1.4)a$, the electric part alone produces a field of amplitude 1009 V/m. For the full current, both $\mathbf E$ and $\mathbf H$ are below $10^{-13}$ of their values for the electric part. The potential there is nevertheless $|\mathbf A|=2.373\times10^{-13}$ V s/m. Its contribution $\omega|\mathbf A|\approx894$ V/m to the electric field is cancelled by $-\nabla\phi$.

### What matching only two moments leaves

The scaling estimate can now be tested on the plain profile $\beta=0$, for which

$$
\langle r^2\rangle=\frac{16/1155}{16/315}a^2=\frac{3}{11}a^2 .
$$

With toroidal strength $\eta$, the Cartesian sum is $p_0(1-\eta-k^2\langle r^2\rangle/6)$. Setting it to zero requires

$$
1-\eta=\frac{k^2\langle r^2\rangle}{6}
=\frac{1.579\times0.2727}{6}=0.0718 .
$$

The power formula, with the plain-profile form factor $0.9304$, gives

$$
\frac{P}{P_0}=(0.0718\times0.9304)^2=0.00446,
$$

or $2.56\times10^{-12}$ W. Direct integration confirms this value. The first estimate was 0.004: its guessed radius $a/2$ is close to the actual root-mean-square radius $0.522a$, and the form factor offsets part of the difference.

Conversely, the plain profile with $\eta=1$ radiates nothing although its Cartesian sum is $-0.0718p_0$. Away from the small-source limit, cancellation of two moments and absence of dipole radiation are different conditions. The profile with $\beta=13/5$ satisfies both.

For $ka\to0$ at fixed $p_0$ and fixed profile shape, the leftover power in the plain case falls as $(ka)^4P_0$. The price is the toroidal current density, which grows as $(ka)^{-2}$ relative to the electric one.

### A change of frequency

Finally, keep the spatial current of the anapole fixed and drive it at $k'=(1+\delta)k$. The electric transform is proportional to $\tilde g(k')$, while the toroidal one acquires the factor $k'^2/k^2$. Relative to the electric part driven at the same new frequency,

$$
\frac{P'}{P'_e}=\left(1-\frac{k'^2}{k^2}\right)^2=(2\delta+\delta^2)^2 .
$$

For $\delta=0.01$ this is $(0.0201)^2=4.04\times10^{-4}$, also found by direct integration. Detuning therefore spoils the cancellation between the two parts, and the radiated power grows quadratically while the detuning is small. The fixed current is also dark at any higher frequency where $\tilde g(k')=0$, but there each part vanishes separately and the ratio above is undefined. In a real emitter the current would also respond to the frequency change and to its surroundings; here it is prescribed. The numerical output below lists the values used in these comparisons.

## Calculated quantities

```
source radius a = 100.0 nm
vacuum wavelength = 500.0 nm
angular frequency = 3.76730e+15 rad/s
k a = 1.256637 (dimensionless)
p0 = 1.60218e-28 C m
profile beta = 2.600 (dimensionless)
profile norm N a^3 = 5.385468 (dimensionless)
form factor at k = 0.998450 (dimensionless)
computed p_z/p0 = 1.00000000 (dimensionless)
computed Im T_z = 3.82227e-27 A m^3
(i k/c)T_z/p0 = -1.00000000 (dimensionless)
|p+(i k/c)T|/p0 = 5.1e-13 (rounding)
|full dipole|/p0 = 3.5e-13 (rounding)
point-dipole power P0 = 5.74912e-10 W
electric part alone = 5.73131e-10 W
toroidal part alone = 5.73131e-10 W
Poynting flux, electric part, r=2a = 5.73131e-10 W
toroidal sign reversed = 2.29252e-09 W
anapole total power / P0 = 3.2e-29 (rounding)
field point / a = [1.2 0.8 1.4] (dimensionless)
|E| there, electric part = 1.00946e+03 V/m
|E| anapole / electric part = 4.6e-14 (quadrature error)
|H| anapole / electric part = 6.1e-14 (quadrature error)
|A| there, anapole = 2.37261e-13 V s/m
E_z at centre, anapole = -9.74507e+04 V/m
frequency shift = 1.0 percent
shifted power / electric part = 4.040100e-04 (dimensionless)
plain profile <r^2>/a^2 = 0.272727 (dimensionless)
plain profile k^2<r^2>/6 = 0.071779 (dimensionless)
plain profile form factor = 0.930363 (dimensionless)
plain, Cartesian-cancelled power/P0 = 4.459632e-03
plain, Cartesian-cancelled power = 2.56389e-12 W
plain, nonradiating: (p+(i k/c)T)_z/p0 = -0.071779
```
